# Can X-ray reflectivity distinguish one-third from two-thirds density films?

## Problem

A uniform dielectric film of thickness $d$ lies on a thick metal gate electrode, with vacuum above it. Its electron scattering density is $f\rho_s$, where $\rho_s$ is that of the metal. Two samples have the same $d$ and the same metal, but $f=1/3$ in one and $f=2/3$ in the other. The interfaces are sharp and nothing absorbs. Specular X-ray reflectivity $R$ is recorded against the momentum transfer $q=4\pi\sin\theta/\lambda$, where $\theta$ is the grazing angle and $\lambda$ the wavelength in vacuum. In the kinematic approximation, where each part of the sample scatters the incident wave once, how do the two curves differ?

## A tempting solution

The wave is reflected at the film surface and at the metal surface. Scattering is proportional to density, so the film surface contributes an amplitude $f$ and the metal surface an amplitude 1, in units of the bare metal's amplitude. The second wave travels further and gains the phase $\varphi=qd$. Hence

$$F_{\rm wrong}=f+e^{i\varphi},\qquad |F_{\rm wrong}|^2=1+f^2+2f\cos\varphi .$$

At a fringe maximum, $\cos\varphi=1$, this gives $(4/3)^2=16/9$ for the light film and $(5/3)^2=25/9$ for the dense one. At a minimum it gives $4/9$ and $1/9$. The dense film would show much stronger fringes, and the samples would be easy to tell apart.

## Where it fails

Put $f=1$. The film then has the density of the metal, so at $z=d$ there is no boundary at all. The formula nevertheless predicts $|F_{\rm wrong}|^2=2+2\cos\varphi$, with full fringes from an interface that does not exist.

The fault is the amplitude 1 given to the buried interface. A sharp interface reflects according to the change of density across it. At the metal surface this change is $\rho_s-f\rho_s$, so the amplitude should be $1-f$. This rule is now derived from the wave equation.

## The kinematic amplitude

Gaussian units are used, with time dependence $e^{-i\omega t}$ and $z$ pointing into the sample. Each electron is treated as free. In a field $E$ an electron of charge $-e$ obeys $-m\omega^2x=-eE$, so $x=eE/(m\omega^2)$. With $\rho$ electrons per unit volume the polarization is $P=-e\rho x=-\rho e^2E/(m\omega^2)$, and the dielectric function is

$$\epsilon=1+\frac{4\pi P}{E}=1-\frac{4\pi\rho e^2}{m\omega^2}=1-\frac{4\pi r_e\rho}{(\omega/c)^2},\qquad r_e=\frac{e^2}{mc^2}.$$

Take the electric field parallel to the surface (s polarization). The wavevector component along the surface is conserved. Subtracting its square from $\epsilon(\omega/c)^2$ leaves

$$\psi''+\left[k^2-4\pi r_e\rho(z)\right]\psi=0,\qquad k=\frac{\omega}{c}\sin\theta=\frac q2 .$$

Write $\psi=e^{ikz}+\psi_1$ and keep only the incident wave in the term containing $\rho$. This is the kinematic, or first Born, approximation:

$$\psi_1''+k^2\psi_1=4\pi r_e\rho(z)e^{ikz}.$$

The outgoing solution for a unit source at $z'$ is $e^{ik|z-z'|}/(2ik)$: its slope jumps by $2ik/(2ik)=1$ at the source, as required. In the vacuum, $z<0$, we have $|z-z'|=z'-z$ for every source, so $\psi_1=r\,e^{-ikz}$ with

$$r=\frac{4\pi r_e}{2ik}\int\rho(z')e^{2ikz'}dz'=\frac{4\pi r_e}{iq}\int\rho(z)e^{iqz}dz .$$

For a metal of unlimited depth the integral needs a cutoff. Let the density fade to zero far below the surface, over a distance much longer than $1/q$; such a slow change reflects negligibly. Integration by parts then has no boundary term:

$$\int\rho\,e^{iqz}dz=-\frac1{iq}\int\rho'\,e^{iqz}dz
\quad\Longrightarrow\quad
r=\frac{4\pi r_e}{q^2}\int\rho'(z)e^{iqz}dz ,$$

because $-1/(iq)^2=1/q^2$. The amplitude is governed by the density gradient, which for a sharp interface is the density step.

## The right solution

Here the gradient is $\rho'=\rho_s[f\,\delta(z)+(1-f)\,\delta(z-d)]$. Define $q_c^2=16\pi r_e\rho_s$. This is the value of $q^2$ at which $k^2=4\pi r_e\rho_s$, the edge of total reflection from the bare metal. Then $4\pi r_e\rho_s=q_c^2/4$ and

$$r=\frac{q_c^2}{4q^2}F_f,\qquad F_f=f+(1-f)e^{i\varphi}.$$

Squaring the modulus, with $f^2+(1-f)^2=1-2f(1-f)$ and $1-\cos\varphi=2\sin^2(\varphi/2)$,

$$\begin{aligned}
|F_f|^2&=f^2+(1-f)^2+2f(1-f)\cos\varphi\\
&=1-4f(1-f)\sin^2\frac{\varphi}{2}.
\end{aligned}$$

The film density enters through the product $f(1-f)$, which is $2/9$ for $f=1/3$ and also for $f=2/3$. Both samples therefore have

$$R=\frac1{16}\left(\frac{q_c}{q}\right)^4\left[1-\frac89\sin^2\frac{qd}{2}\right].$$

The kinematic curves do not differ at any $q>0$.

The amplitudes themselves do differ. Taking out a phase factor,

$$F_{1-f}=(1-f)+fe^{i\varphi}=e^{i\varphi}\left[f+(1-f)e^{-i\varphi}\right]=e^{i\varphi}F_f^* .$$

One film has a small step followed by a large one, and the other has them in reverse order. The detector records the modulus, which contains the step sizes and their separation but not their order.

At fixed $d$ no third density joins the pair. If $f'$ gives the same curve as $f$, then $f'(1-f')=f(1-f)$, which rearranges to $(f'-f)(1-f-f')=0$. So $f'=f$ or $f'=1-f$.

The limits make sense. For $f\to0$ or $f\to1$ one step vanishes and so do the fringes. For $f=1/2$ the steps are equal, the minima reach zero, and the film is its own partner. For $f>1$, as with a heavy high-k oxide on silicon, the partner would need a negative density, so an ordinary material cannot supply it.

## Numbers for a chromium electrode

Take chromium with a rough mass density of 7.2 g/cm³, atomic weight 52 and 24 electrons per atom. Multiplying the number of atoms per volume by 24 gives $\rho_s=2001$ nm⁻³. The model films then have 667 and 1334 electrons per nm³; they are not named materials. With $r_e=2.818\times10^{-6}$ nm,

$$q_c=\sqrt{16\pi(2.818\times10^{-6})(2001)}\ \text{nm}^{-1}=0.532\ \text{nm}^{-1}.$$

For $d=5$ nm the fringe period is $2\pi/d=1.257$ nm⁻¹. Consider the minimum at $\varphi=3\pi$, where $q=1.885$ nm⁻¹. At a photon energy of 17 keV, $\lambda=0.0729$ nm, and this lies at a grazing angle of 0.627°. There $|F|^2=1-8/9=1/9$, so

$$R=\frac1{16}\left(\frac{0.5324}{1.885}\right)^4\frac19=4.42\times10^{-5}$$

for either film. At the next maximum, $q=2.513$ nm⁻¹, both have $R=1.26\times10^{-4}$.

The equality was also tested without the step formula, by integrating the density numerically. Between $q=1.2$ and 4.0 nm⁻¹ the two values of $|F|^2$ agreed to about $2\times10^{-11}$. A numerical search for the partner of $f=1/3$ at $q=2.2$ nm⁻¹ returned 0.666667.

## What refraction adds

The kinematic result is the leading term for weak scattering. To see how the degeneracy is lifted, let $u=(q_c/q)^2$, which equals $4\pi r_e\rho_s/k^2$. The wavenumbers in film and metal are $k_1=k\sqrt{1-fu}$ and $k_2=k\sqrt{1-u}$. Continuity of $\psi$ and $\psi'$ gives the interface amplitudes, here expanded to one order beyond the kinematic term:

$$\begin{aligned}
r_{01}&=\frac{k-k_1}{k+k_1}=\frac{k^2-k_1^2}{(k+k_1)^2}\simeq\frac{fu}{4}\left(1+\frac{fu}{2}\right),\\
r_{12}&=\frac{k_1^2-k_2^2}{(k_1+k_2)^2}\simeq\frac{(1-f)u}{4}\left(1+\frac{(1+f)u}{2}\right).
\end{aligned}$$

The corrections come from $k+k_1\simeq2k(1-fu/4)$ and $k_1+k_2\simeq2k[1-(1+f)u/4]$. Summing all internal reflections gives

$$r=\frac{r_{01}+r_{12}e^{2ik_1d}}{1+r_{01}r_{12}e^{2ik_1d}} .$$

The denominator differs from 1 by order $u^2$ and can be dropped here. The phase is $2k_1d\simeq\varphi-fu\varphi/2$, and for a small shift $\cos(\varphi-fu\varphi/2)\simeq\cos\varphi+(fu\varphi/2)\sin\varphi$. Therefore $16R/u^2\simeq|F_f|^2+uC_f$ with

$$\begin{aligned}
C_f={}&f^3+(1-f)^2(1+f)+f(1-f)(1+2f)\cos\varphi\\
&+f^2(1-f)\,\varphi\sin\varphi .
\end{aligned}$$

Inserting the two densities,

$$\begin{aligned}
27\,C_{1/3}&=17+10\cos\varphi+2\varphi\sin\varphi,\\
27\,C_{2/3}&=13+14\cos\varphi+4\varphi\sin\varphi,
\end{aligned}$$

and subtracting,

$$\frac{R_{1/3}-R_{2/3}}{u^2/16}\simeq\frac{2u}{27}\left[2(1-\cos\varphi)-\varphi\sin\varphi\right].$$

This needs both $u$ and $u\varphi$ to be small. The second condition is the stricter one for a film several fringes thick.

At $q=2.2$ nm⁻¹ the formula gives $+0.056$, while solving the continuity equations without expansion gives $+0.062$. The reflectivities there are $1.17\times10^{-4}$ for $f=1/3$ and $1.04\times10^{-4}$ for $f=2/3$.

At the kinematic minimum, $q=1.885$ nm⁻¹, the agreement is poorer: $+0.024$ against $+0.015$. Here $u=0.080$ and $u\varphi=0.75$, which is not small. The phase shifts $fu\varphi/2$ are 0.125 and 0.251 rad. Their squares, dropped above, add $\tfrac29(0.125^2-0.251^2)\simeq-0.01$ to the difference. This is slightly more than the gap of $-0.009$; the other higher-order terms together add a small positive remainder. At $\varphi=4\pi$ the leading formula vanishes, and the unexpanded difference is only $+0.006$.

Over $q=1.2$ to 4.0 nm⁻¹, refraction and multiple scattering separate the curves by a factor of at most 1.33 on the computed grid, near $q=1.98$ nm⁻¹. This lies just beyond a minimum, where $R$ is small. Two changes contribute about equally: refraction shifts the two fringe patterns by different amounts, and it alters the interface amplitudes. Either change alone would give a factor of about 1.13 to 1.14 there. At lower $q$, somewhat above the critical edge, $u$ is no longer small and the kinematic equality fails badly: at $q=0.75$ nm⁻¹ the unexpanded equations give $R=7.4\times10^{-3}$ for the light film and $9.2\times10^{-4}$ for the dense one, a factor of 8. Still closer to the edge the curves approach each other again, and at and below it both lossless samples reflect totally.

## Absorption, roughness and oxide

Each effect below is added alone to the kinematic model, with everything else held fixed.

**Absorption.** Let the metal have density $\rho_s(1-i\kappa)$ and the films none of this loss. The buried step becomes $1-f-i\kappa$, and the interference term gains $2f\kappa\sin\varphi$. The difference of $|F|^2$, light film minus dense film, is $2\kappa(\tfrac13-\tfrac23)\sin\varphi=-\tfrac23\kappa\sin\varphi$. For a rough $\kappa=0.03$ the curves separate by a factor of at most 1.07 in the same range. If instead both film densities are the stated real fractions of the complex metal density, $1-i\kappa$ is a common factor and the kinematic equality survives.

**Roughness.** Gaussian smearing of an interface with width $\sigma$ multiplies its step by $e^{-q^2\sigma^2/2}$. Equal widths give a common factor and keep the equality. Widths of 0.2 nm at the top and 0.4 nm at the metal, both rough typical values, break it strongly. Near $q=3.14$ nm⁻¹ the factors are 0.82 and 0.45, and the two waves are in opposition. The light film gives $0.82/3-2(0.45)/3\simeq-0.03$, almost complete cancellation, while the dense film gives $2(0.82)/3-0.45/3\simeq0.40$. The reflectivities there differ by a factor of about 180. So large a ratio depends on a near-zero of the kinematic amplitude, which the other neglected effects alter: with refraction included it is about 120. It also falls quickly as the widths approach each other; widths of 0.35 and 0.4 nm separate the curves by a factor of only about 3.

This separation identifies the film only if something is known about the widths, at least which of the two interfaces is rougher. Let $a$ and $b$ be the top and buried roughness factors. The light film has $|fa+(1-f)b\,e^{i\varphi}|$. A dense film with the two widths exchanged has $|(1-f)b+fa\,e^{i\varphi}|$, which is equal. If both widths are fitted freely, the kinematic ambiguity returns.

**Native oxide.** Suppose 1 nm of oxide with density $0.74\rho_s$, both rough values, lies between film and chromium. There are now three steps: $f$, $0.74-f$ and 0.26. For the dense film the middle step is only 0.07, while for the light one it is 0.41. The curves separate by a factor of up to 27, near $q=1.78$ nm⁻¹, where the light film's three waves nearly cancel. This figure also rests on a near-zero: it is about 10 for 0.5 nm of oxide and about 80 for 1.1 nm, and with refraction included the largest factor for 1 nm is about 21, near $q=3.15$ nm⁻¹.

## Comparison with a real stack

A 5 nm dielectric on a metal electrode is a reasonable thickness for a thin capacitor or gate structure, but the exact density fractions were chosen for the problem. The electron count also omits resonance corrections to chromium's scattering, and a finished device has a top electrode, which adds another interface. Between $q=1.2$ and 4.0 nm⁻¹, the assumptions of equally sharp interfaces and of an oxide-free metal matter most among those tested here: with the rough values above, unequal widths or an oxide change the ratio of the two curves from 1 to tens or more at some $q$, against at most 1.33 from refraction and 1.07 from absorption. For roughness it is the difference of the two widths that counts, whichever interface is rougher; a film that copies the roughness of the metal keeps the kinematic equality. At lower $q$ refraction is itself a strong effect, so data taken somewhat above the critical edge, here at about $q=0.65$ to 0.9 nm⁻¹, help to tell the two densities apart, provided they are fitted together with the fringes at higher $q$. All ratios quoted here hold $d$ fixed. If $d$ and $f$ are fitted freely, a dense film with $f\approx0.81$ and $d\approx5.17$ nm matches the light film's curve to 0.3% over 0.65 to 0.9 nm⁻¹ alone, and one with $f\approx0.68$ and $d\approx5.03$ nm matches it within a factor of 1.12 over 1.2 to 4.0 nm⁻¹ alone, while over 0.65 to 4.0 nm⁻¹ the best dense fit found still misses by a factor of 2.5. Data from such a sample can therefore favour one density over the other, most safely when they are fitted with refraction included and when the interface widths and any oxide are constrained by separate information. The numerical output gives further points on the curves.

## Calculated quantities

```
Cr mass density (rough): 7.2 g/cm^3
Cr atomic weight 52 g/mol, Z = 24
classical electron radius: 2.8179e-06 nm
substrate electron density: 2001 nm^-3
film densities: 667 and 1334 nm^-3
film thickness: 5.0 nm
photon energy: 17.0 keV, wavelength 0.07293 nm
substrate critical q: 0.5324 nm^-1
fringe period in q: 1.2566 nm^-1
partner of f = 1/3 found by search: 0.666667
largest Born difference of |F|^2 (quadrature): 2.2e-11
Selected points (q in nm^-1, grazing angle in degrees, R pure number)
q = 1.8850, angle = 0.6268, |F|^2 = 0.1111, kinematic R = 4.4200e-05
   exact R(1/3) = 5.4923e-05, exact R(2/3) = 4.9031e-05
   (difference)/(bare Born R): exact +0.0148, leading formula +0.0236
q = 2.2000, angle = 0.7316, |F|^2 = 0.5575, kinematic R = 1.1952e-04
   exact R(1/3) = 1.1715e-04, exact R(2/3) = 1.0392e-04
   (difference)/(bare Born R): exact +0.0617, leading formula +0.0564
q = 2.5133, angle = 0.8358, |F|^2 = 1.0000, kinematic R = 1.2587e-04
   exact R(1/3) = 1.3149e-04, exact R(2/3) = 1.3069e-04
   (difference)/(bare Born R): exact +0.0063, leading formula +0.0000
q = 3.5000, angle = 1.1639, |F|^2 = 0.6531, kinematic R = 2.1856e-05
   exact R(1/3) = 2.1411e-05, exact R(2/3) = 2.0281e-05
   (difference)/(bare Born R): exact +0.0338, leading formula +0.0319
Separation of the two curves, q from 1.2 to 4.0 nm^-1
refraction and multiple scattering: largest factor 1.333 at q = 1.98 nm^-1, R(1/3)/R(2/3) = 1.333
substrate absorption ratio kappa (rough): 0.03
substrate absorption: largest factor 1.068 at q = 2.02 nm^-1, R(1/3)/R(2/3) = 1.068
roughness top/buried (rough): 0.2/0.4 nm
unequal roughness: largest factor 181.967 at q = 3.14 nm^-1, R(1/3)/R(2/3) = 0.005
native oxide (rough): 1.0 nm, density fraction 0.74 of Cr
native oxide: largest factor 27.013 at q = 1.78 nm^-1, R(1/3)/R(2/3) = 0.037
round-trip loss in 2/3 film if it had the same kappa, q = 1.8850 nm^-1: 1.53 %
```
